# Square-root growth of the Wannier radius in a deep triangular moire potential: a program that tests the result

```python
"""
Result under test: for V(r) = -2 V0 sum_j cos(G_j.r + phi), |phi| < pi/3,
the lowest-band Wannier function has rms radius R with
    R^2 = ell^2 [1 + eta (1/8 + tan(phi)^2/36) + O(eta^2)],
    ell = sqrt(a) [hbar^2/(16 pi^2 m V0 cos(phi))]^(1/4),  eta = (G ell)^2,
so R grows as sqrt(a) for large period a at fixed V0, phi and mass m.
G = 4 pi/(sqrt(3) a) is the length of the three vectors G_j, 120 deg apart.
Units: nm and meV.  R is computed from plane-wave Bloch states.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh

MASS_RATIO = 0.5
V0 = 10.0
HBAR2_OVER_M = (const.hbar**2 / (MASS_RATIO * const.m_e)
                / (1e-3 * const.e) * 1e18)          # meV nm^2


def oscillator(a, v0, phi):
    """Oscillator length (nm), quantum (meV) and anharmonicity eta."""
    ell = np.sqrt(a) * (HBAR2_OVER_M
                        / (16 * np.pi**2 * v0 * np.cos(phi)))**0.25
    quantum = 4 * np.pi / a * np.sqrt(HBAR2_OVER_M * v0 * np.cos(phi))
    eta = (4 * np.pi / (np.sqrt(3) * a) * ell)**2
    return ell, quantum, eta


def bloch_ground(k1, k2, a, v0, phi, cutoff):
    """Lowest Bloch state; k and cutoff are in units of G."""
    nmax = int(np.ceil(1.1548 * cutoff)) + 2
    n = np.arange(-nmax, nmax + 1)
    n1, n2 = np.meshgrid(n, n, indexing="ij")
    q1, q2 = n1 + k1, n2 + k2
    q_squared = q1**2 + q2**2 - q1 * q2             # b1, b2 at 120 degrees
    keep = q_squared < cutoff**2
    label = -np.ones((2 * nmax + 3, 2 * nmax + 3), dtype=int)
    inner = label[1:-1, 1:-1]
    inner[keep] = np.arange(keep.sum())
    m1, m2 = n1[keep], n2[keep]
    size = len(m1)
    rows, cols = [], []
    for d1, d2 in ((1, 0), (0, 1), (-1, -1)):
        target = label[m1 + d1 + nmax + 1, m2 + d2 + nmax + 1]
        found = target >= 0
        rows.append(target[found])
        cols.append(np.arange(size)[found])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    values = np.full(len(rows), -v0 * np.exp(1j * phi))
    hop = coo_matrix((values, (rows, cols)), shape=(size, size)).tocsc()
    g_squared = 16 * np.pi**2 / (3 * a**2)
    kinetic = 0.5 * HBAR2_OVER_M * g_squared * q_squared[keep]
    ham = (hop + hop.conj().T + diags(kinetic.astype(complex))).tocsc()
    # The potential minimum lies below the whole spectrum.
    energy, vector = eigsh(ham, k=1, sigma=-6 * v0 * np.cos(phi),
                           which="LM", v0=np.ones(size, dtype=complex))
    c = vector[:, 0] / np.linalg.norm(vector[:, 0])
    value_at_minimum = c.sum()
    c = c * np.conj(value_at_minimum) / abs(value_at_minimum)
    return float(np.real(energy[0])), m1, m2, c


def wannier(a, v0, phi, cutoff_scale=1.0):
    """Rms radius, band energies on the mesh, relative neighbour lobe."""
    ell, _, eta = oscillator(a, v0, phi)
    mesh = 6 if eta > 0.5 else 3
    points = 64                                     # grid points per period
    cutoff = cutoff_scale * max(10.0, 7.5 / np.sqrt(eta))
    total = mesh * points
    coefficients = np.zeros((total, total), dtype=complex)
    energies = np.zeros((mesh, mesh))
    for i in range(mesh):
        for j in range(mesh):
            energies[i, j], m1, m2, c = bloch_ground(
                i / mesh, j / mesh, a, v0, phi, cutoff)
            coefficients[(mesh * m1 + i) % total,
                         (mesh * m2 + j) % total] = c
    w = np.fft.ifft2(coefficients)
    density = abs(w)**2
    density /= density.sum()
    s = np.fft.fftfreq(total) * mesh
    s1, s2 = np.meshgrid(s, s, indexing="ij")
    r_squared = a**2 * (s1**2 + s2**2 + s1 * s2)    # a1, a2 at 60 degrees
    radius = np.sqrt((density * r_squared).sum())
    return radius, energies, abs(w[points, 0] / w[0, 0])


# Taylor coefficients of the potential about its minimum, from its definition
a_test, phi_test = 10.0, np.pi / 4
g_test = 4 * np.pi / (np.sqrt(3) * a_test)
for angle in (0.0, 0.4, 1.3):
    def radial_potential(r):
        return -2 * V0 * sum(
            mp.cos(g_test * r * mp.cos(angle - 2 * mp.pi * j / 3) + phi_test)
            for j in range(3))
    series = [float(x) for x in mp.taylor(radial_potential, 0, 4)]
    expected = [-6 * V0 * np.cos(phi_test), 0.0,
                8 * np.pi**2 * V0 * np.cos(phi_test) / a_test**2,
                -V0 * np.sin(phi_test) * g_test**3 * np.cos(3 * angle) / 4,
                -3 * V0 * np.cos(phi_test) * g_test**4 / 32]
    assert np.allclose(series, expected, rtol=1e-6, atol=1e-6)

# Wannier radii for the worked example
periods = [10.0, 20.0, 40.0, 80.0, 160.0]
results = {(a, 0.0): wannier(a, V0, 0.0) for a in periods}
for a in periods[2:]:
    results[(a, phi_test)] = wannier(a, V0, phi_test)

# Plane-wave convergence
refined_radius = wannier(20.0, V0, 0.0, 1.3)[0]
assert abs(refined_radius / results[(20.0, 0.0)][0] - 1) < 1e-7

# First corrections to radius and energy, extrapolated to infinite period
corrections = {}
for phi in (0.0, phi_test):
    radius_slope, energy_slope = [], []
    for a in periods[2:]:
        ell, quantum, eta = oscillator(a, V0, phi)
        radius, energies, _ = results[(a, phi)]
        radius_slope.append((radius**2 / ell**2 - 1) / eta)
        zero_point = energies.mean() + 6 * V0 * np.cos(phi)
        energy_slope.append((1 - zero_point / quantum) / eta)
    weights = np.array([1.0, -6.0, 8.0]) / 3        # removes two orders in 1/a
    radius_limit = weights @ radius_slope
    energy_limit = weights @ energy_slope
    radius_theory = 1 / 8 + np.tan(phi)**2 / 36
    energy_theory = 1 / 16 + np.tan(phi)**2 / 144
    assert abs(radius_limit - radius_theory) < 0.003
    assert abs(energy_limit - energy_theory) < 0.002
    corrections[phi] = (radius_limit, radius_theory,
                        energy_limit, energy_theory)

# Exponent of the radius for each doubling of the period
radii = np.array([results[(a, 0.0)][0] for a in periods])
exponents = np.log2(radii[1:] / radii[:-1])
assert np.all(np.diff(exponents) > 0) and exponents[-1] < 0.5
assert abs(exponents[-1] - 0.5) < 0.012
eta80, eta160 = (oscillator(a, V0, 0.0)[2] for a in (80.0, 160.0))
predicted_exponent = 0.5 + 0.5 * np.log2((1 + eta160 / 8) / (1 + eta80 / 8))
assert abs(exponents[-1] - predicted_exponent) < 0.002

# Tunnelling between neighbouring wells at phi = 0
hoppings, lobes = {}, {}
results[(30.0, 0.0)] = wannier(30.0, V0, 0.0)
for a in (10.0, 20.0, 30.0):
    _, energies, lobes[a] = results[(a, 0.0)]
    hoppings[a] = (energies[2, 4] - energies[0, 0]) / 9   # K minus Gamma
action_rate = 8 * np.sqrt(V0 / HBAR2_OVER_M) / np.pi
hopping_rate = np.log(hoppings[20.0] * np.sqrt(20.0)
                      / (hoppings[30.0] * np.sqrt(30.0))) / 10
lobe_rate = np.log(lobes[20.0] / lobes[30.0]) / 10
assert abs(hopping_rate / action_rate - 1) < 0.03
# The power-law prefactor of the lobe is not removed, hence the wider margin.
assert abs(lobe_rate / action_rate - 1) < 0.20

# Contrast: amplitude reduced as 1/a^2 makes the radius proportional to a
weakened_radius = wannier(40.0, V0 / 4, 0.0)[0]
weakened_ratio = weakened_radius / results[(20.0, 0.0)][0]
assert abs(weakened_ratio - 2) < 1e-6

print(f"mass = {MASS_RATIO} electron masses, V0 = {V0} meV, phi = 0")
print(f"hbar^2/m = {HBAR2_OVER_M:.3f} meV nm^2")
print(f"ell/sqrt(a) = {oscillator(1.0, V0, 0.0)[0]:.5f} nm^(1/2)")
for a, radius in zip(periods, radii):
    ell, quantum, eta = oscillator(a, V0, 0.0)
    first_order = ell * np.sqrt(1 + eta / 8)
    print(f"a = {a:.0f} nm: ell = {ell:.4f} nm, "
          f"hbar omega = {quantum:.3f} meV, eta = {eta:.4f}")
    print(f"   computed R = {radius:.4f} nm, R/ell = {radius/ell:.4f}, "
          f"first-order R = {first_order:.4f} nm")
for a, exponent in zip(periods, exponents):
    print(f"exponent from {a:.0f} to {2*a:.0f} nm = {exponent:.4f}")
print(f"first-order exponent, 80 to 160 nm = {predicted_exponent:.4f}")
for phi, (rl, rt, el, et) in corrections.items():
    print(f"phi = {np.degrees(phi):.0f} deg: radius coefficient "
          f"computed {rl:.5f}, formula {rt:.5f}")
    print(f"   energy coefficient computed {el:.5f}, formula {et:.5f}")
for a in hoppings:
    print(f"a = {a:.0f} nm: hopping = {hoppings[a]:.3e} meV, "
          f"neighbour lobe/centre = {lobes[a]:.3e}")
print(f"tunnelling rate from action = {action_rate:.4f} nm^-1")
print(f"tunnelling rate from hopping = {hopping_rate:.4f} nm^-1")
print(f"tunnelling rate from lobe = {lobe_rate:.4f} nm^-1")
print(f"R at a = 40 nm with V0 = {V0/4} meV: {weakened_radius:.4f} nm")
print(f"its ratio to R at a = 20 nm, V0 = {V0} meV: {weakened_ratio:.6f}")
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
print(f"computed R at a = 10 nm in bohr = {radii[0]/bohr_nm:.2f}")
print("all assertions hold")
```

Output:

```
mass = 0.5 electron masses, V0 = 10.0 meV, phi = 0
hbar^2/m = 152.399 meV nm^2
ell/sqrt(a) = 0.55737 nm^(1/2)
a = 10 nm: ell = 1.7625 nm, hbar omega = 49.057 meV, eta = 1.6352
   computed R = 2.0767 nm, R/ell = 1.1783, first-order R = 1.9343 nm
a = 20 nm: ell = 2.4926 nm, hbar omega = 24.529 meV, eta = 0.8176
   computed R = 2.6470 nm, R/ell = 1.0619, first-order R = 2.6169 nm
a = 40 nm: ell = 3.5251 nm, hbar omega = 12.264 meV, eta = 0.4088
   computed R = 3.6233 nm, R/ell = 1.0279, first-order R = 3.6140 nm
a = 80 nm: ell = 4.9852 nm, hbar omega = 6.132 meV, eta = 0.2044
   computed R = 5.0516 nm, R/ell = 1.0133, first-order R = 5.0485 nm
a = 160 nm: ell = 7.0502 nm, hbar omega = 3.066 meV, eta = 0.1022
   computed R = 7.0961 nm, R/ell = 1.0065, first-order R = 7.0951 nm
exponent from 10 to 20 nm = 0.3500
exponent from 20 to 40 nm = 0.4530
exponent from 40 to 80 nm = 0.4794
exponent from 80 to 160 nm = 0.4903
first-order exponent, 80 to 160 nm = 0.4910
phi = 0 deg: radius coefficient computed 0.12503, formula 0.12500
   energy coefficient computed 0.06250, formula 0.06250
phi = 45 deg: radius coefficient computed 0.15302, formula 0.15278
   energy coefficient computed 0.06945, formula 0.06944
a = 10 nm: hopping = 1.768e-01 meV, neighbour lobe/centre = 6.182e-03
a = 20 nm: hopping = 2.063e-04 meV, neighbour lobe/centre = 1.689e-05
a = 30 nm: hopping = 2.537e-07 meV, neighbour lobe/centre = 3.396e-08
tunnelling rate from action = 0.6523 nm^-1
tunnelling rate from hopping = 0.6498 nm^-1
tunnelling rate from lobe = 0.6209 nm^-1
R at a = 40 nm with V0 = 2.5 meV: 5.2940 nm
its ratio to R at a = 20 nm, V0 = 10.0 meV: 2.000000
computed R at a = 10 nm in bohr = 39.24
all assertions hold
```
